**Landau-level sums and McClure's susceptibility**

The program tests $\chi(\mu,T)=-(gv^2/6\pi)/[4T\cosh^2(\mu/2T)]$ for massless planar Dirac electrons, where $v$ is the velocity, $g$ the number of flavours, $\mu$ the chemical potential and $T$ the temperature as an energy. It diagonalizes the Dirac operator on a staggered grid and asserts the $\sqrt{2Bn}$ levels, the single zero mode and its Gaussian variance, with $B$ the magnetic field. It then subtracts the plane-wave energy from explicit Landau-level sums, with one common energy cutoff. Assertions compare the resulting susceptibility with the formula at several $\mu$ and $T$, and cover its area, its width and its independence of the cutoff. Further assertions test the next field correction, the $B^{3/2}$ energy at the Dirac point at zero temperature, and the oscillation away from that point. For $v=0.4$, $g=4$ and $T=0.001$ hartree, the output gives a peak of $-8.488$ atomic units and an area of $-0.03395$, equal to the delta-function weight to the digits shown.

## Check in Python

```python
"""Orbital susceptibility of massless planar Dirac electrons.

Result under test (Hartree atomic units, k_B = 1, electron charge -1):
    chi(mu, T) = -(g v^2 / 6 pi) / (4 T cosh^2(mu / 2T)),
which tends to -(g v^2 / 6 pi) delta(mu) when B -> 0 first, then T -> 0.
v: velocity, g: number of flavours, mu: chemical potential,
T: temperature as an energy, B: magnetic field,
chi = -d^2 Omega / dB^2, Omega: grand potential per area.
Direct side: explicit Landau-level sum minus plane-wave integral at B = 0,
both with the same smooth energy cutoff.
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from mpmath import zeta

velocity = 0.4
flavours = 4
temperature = 1.0e-3
field = 1.0e-6
nodes, weights = np.polynomial.legendre.leggauss(600)


def pair_potential(energy, mu, T):
    """Grand potential of one state at +energy and one at -energy."""
    return -T * (np.logaddexp(0.0, (mu - energy) / T)
                 + np.logaddexp(0.0, (mu + energy) / T))


def field_energy(mu, T, B, cutoff=None):
    """Omega(B) - Omega(0) per area from explicit states."""
    if cutoff is None:
        cutoff = 40.0 * T
    top = 2.5 * cutoff
    count = int(top**2 / (2 * velocity**2 * B))
    levels = velocity * np.sqrt(2 * B * np.arange(1, count + 1))
    terms = pair_potential(levels, mu, T) * np.exp(-(levels / cutoff)**4)
    zero_level = -T * np.logaddexp(0.0, mu / T)
    with_field = flavours * B / (2 * np.pi) * (
        math.fsum(terms) + zero_level)
    # plane waves: k dk / 2 pi with energy = v k, split at |mu|
    edges = [0.0, abs(mu), top] if mu != 0 else [0.0, top]
    parts = []
    for low, high in zip(edges[:-1], edges[1:]):
        half = 0.5 * (high - low)
        energy = low + half * (nodes + 1)
        integrand = (energy * pair_potential(energy, mu, T)
                     * np.exp(-(energy / cutoff)**4))
        parts.extend(half * weights * integrand)
    without_field = flavours / (2 * np.pi * velocity**2) * math.fsum(parts)
    return with_field - without_field


def chi_direct(mu, T, B=field, cutoff=None):
    return -2 * field_energy(mu, T, B, cutoff) / B**2


def chi_formula(mu, T):
    return (-flavours * velocity**2 / (6 * np.pi)
            / (4 * T * np.cosh(mu / (2 * T))**2))


# Landau levels: diagonalize the first-order Dirac operator on a
# staggered grid, for v = B = 1 and transverse momentum k = 1.
k_transverse = 1.0
grid = np.linspace(-9.0, 7.0, 401)
step = grid[1] - grid[0]
middle = 0.5 * (grid[1:] + grid[:-1])
size = len(grid)
coupling = np.zeros((size - 1, size))
rows = np.arange(size - 1)
coupling[rows, rows] = -1 / step + 0.5 * (k_transverse + middle)
coupling[rows, rows + 1] = 1 / step + 0.5 * (k_transverse + middle)
dirac = np.block([[np.zeros((size - 1, size - 1)), coupling],
                  [coupling.T, np.zeros((size, size))]])
spectrum, states = np.linalg.eigh(dirac)
zero_index = np.flatnonzero(np.abs(spectrum) < 0.1)
assert len(zero_index) == 1
positive = spectrum[spectrum > 0.1][:4]
negative = -spectrum[spectrum < -0.1][::-1][:4]
expected = np.sqrt(2 * np.arange(1, 5))
# tolerance set by the second-order grid error
assert np.allclose(positive, expected, atol=5e-3)
assert np.allclose(negative, expected, atol=5e-3)
zero_density = states[size - 1:, zero_index[0]]**2
spread = np.sum(zero_density * (grid + k_transverse)**2)
assert abs(np.sum(zero_density) - 1) < 1e-6
assert abs(spread - 0.5) < 1e-2
print("Grid levels n=1..4, v=B=1 (scaled):",
      " ".join(f"{e:.4f}" for e in positive))
print("sqrt(2n), n=1..4 (scaled):",
      " ".join(f"{e:.4f}" for e in expected))
print(f"Zero modes found (count): {len(zero_index)}")
print(f"Zero-mode variance, B=1 (scaled): {spread:.4f}")

# Inputs of the worked example
tesla = sc.hbar / (sc.e * sc.physical_constants["Bohr radius"][0]**2)
kelvin = sc.physical_constants["Hartree energy"][0] / sc.k
print(f"v (a.u.): {velocity}")
print(f"g (count): {flavours}")
print(f"T (hartree): {temperature:.4f}")
print(f"T converted (K): {temperature * kelvin:.1f}")
print(f"B (a.u.): {field:.1e}")
print(f"B converted (tesla): {field * tesla:.4f}")
first_level = velocity * math.sqrt(2 * field)
print(f"First Landau level (hartree): {first_level:.4e}")
print(f"First level / T (ratio): {first_level / temperature:.4f}")

# Dependence on chemical potential; the finite field shifts by about 3e-5
for ratio in (0, 1, 2, 5):
    direct = chi_direct(ratio * temperature, temperature)
    formula = chi_formula(ratio * temperature, temperature)
    assert abs(direct / formula - 1) < 1e-4
    print(f"chi, mu={ratio}T (a.u.): sum {direct:.5f}"
          f" formula {formula:.5f}")

# The regularization must not matter
chi_peak = chi_direct(0.0, temperature)
chi_other_cutoff = chi_direct(0.0, temperature, cutoff=25 * temperature)
assert abs(chi_other_cutoff / chi_peak - 1) < 1e-5
print(f"chi, mu=0, cutoff 40T (a.u.): {chi_peak:.6f}")
print(f"chi, mu=0, cutoff 25T (a.u.): {chi_other_cutoff:.6f}")

# Inverse-temperature law at fixed field; the coldest case has the
# largest field correction, about 5e-4
for T in (0.0005, 0.001, 0.002):
    direct = chi_direct(0.0, T)
    formula = -flavours * velocity**2 / (24 * np.pi * T)
    assert abs(direct / formula - 1) < 1e-3
    print(f"chi, mu=0, T={T:.4f} hartree (a.u.):"
          f" sum {direct:.4f} formula {formula:.4f}")

# Area and width of the peak as a function of chemical potential
mu_step = 0.5 * temperature
mu_values = mu_step * np.arange(-32, 33)
area = mu_step * sum(chi_direct(mu, temperature) for mu in mu_values)
delta_weight = -flavours * velocity**2 / (6 * np.pi)
assert abs(area / delta_weight - 1) < 1e-4
half_point = brentq(
    lambda mu: chi_direct(mu, temperature) - chi_peak / 2,
    temperature, 3 * temperature)
width_formula = 4 * temperature * math.acosh(math.sqrt(2))
assert abs(2 * half_point / width_formula - 1) < 1e-3
print(f"Area of chi over mu, sums (a.u.): {area:.6f}")
print(f"Delta-function weight (a.u.): {delta_weight:.6f}")
print(f"Full width, sums (hartree): {2 * half_point:.6f}")
print(f"Full width, formula (hartree): {width_formula:.6f}")

# Next term in the field at the Dirac point
larger_field = 5.0e-6
leading = (flavours * velocity**2 * larger_field**2
           / (48 * np.pi * temperature))
deviation = field_energy(0.0, temperature, larger_field) / leading - 1
deviation_formula = -(velocity**2 * larger_field / temperature**2)**2 / 900
# the term after this one contributes somewhat below one per cent
assert abs(deviation / deviation_formula - 1) < 0.02
print(f"Larger field (a.u.): {larger_field:.1e}")
print(f"Energy deviation, sums (relative): {deviation:.4e}")
print(f"Energy deviation, formula (relative): {deviation_formula:.4e}")

# Zero temperature at the Dirac point: non-analytic field energy
cold = 1.0e-9
cold_energy = field_energy(0.0, cold, field, cutoff=30 * first_level)
cold_formula = (-flavours / (2 * np.pi) * math.sqrt(2) * velocity
                * float(zeta(-0.5)) * field**1.5)
assert abs(cold_energy / cold_formula - 1) < 1e-4
print(f"-zeta(-1/2) (number): {-float(zeta(-0.5)):.6f}")
print(f"T->0 field energy, sum (a.u.): {cold_energy:.5e}")
print(f"T->0 field energy, formula (a.u.): {cold_formula:.5e}")

# Zero temperature away from the Dirac point: no limit as B -> 0
mu_cold = 0.01
print(f"mu for T->0 oscillation (hartree): {mu_cold}")
for filling in (50.0, 50.5, 200.0, 200.5):
    B = mu_cold**2 / (2 * velocity**2 * filling)
    direct = chi_direct(mu_cold, cold, B, cutoff=10 * mu_cold)
    fraction = filling % 1.0
    bernoulli = fraction**2 - fraction + 1 / 6
    formula = (-flavours * velocity**2 / (2 * np.pi * mu_cold)
               * bernoulli)
    assert abs(direct / formula - 1) < 0.02
    print(f"-2 dOmega/B^2, n_mu={filling} (a.u.):"
          f" sum {direct:.4f} formula {formula:.4f}")

# Main result of the example and its conversion
main_chi = chi_formula(0.0, temperature)
si_unit = sc.e**2 / sc.m_e
print(f"Main chi at mu=0 (a.u.): {main_chi:.5f}")
print(f"Main chi at mu=0 (J T^-2 m^-2): {main_chi * si_unit:.4e}")
print(f"Magnetization chi*B (a.u.): {main_chi * field:.4e}")
print("all good")
```

Running it gives:

```
Grid levels n=1..4, v=B=1 (scaled): 1.4139 1.9994 2.4485 2.8270
sqrt(2n), n=1..4 (scaled): 1.4142 2.0000 2.4495 2.8284
Zero modes found (count): 1
Zero-mode variance, B=1 (scaled): 0.4999
v (a.u.): 0.4
g (count): 4
T (hartree): 0.0010
T converted (K): 315.8
B (a.u.): 1.0e-06
B converted (tesla): 0.2351
First Landau level (hartree): 5.6569e-04
First level / T (ratio): 0.5657
chi, mu=0T (a.u.): sum -8.48802 formula -8.48826
chi, mu=1T (a.u.): sum -6.67562 formula -6.67558
chi, mu=2T (a.u.): sum -3.56493 formula -3.56485
chi, mu=5T (a.u.): sum -0.22571 formula -0.22572
chi, mu=0, cutoff 40T (a.u.): -8.488019
chi, mu=0, cutoff 25T (a.u.): -8.488022
chi, mu=0, T=0.0005 hartree (a.u.): sum -16.9688 formula -16.9765
chi, mu=0, T=0.0010 hartree (a.u.): sum -8.4880 formula -8.4883
chi, mu=0, T=0.0020 hartree (a.u.): sum -4.2441 formula -4.2441
Area of chi over mu, sums (a.u.): -0.033953
Delta-function weight (a.u.): -0.033953
Full width, sums (hartree): 0.003526
Full width, formula (hartree): 0.003525
Larger field (a.u.): 5.0e-06
Energy deviation, sums (relative): -7.0580e-04
Energy deviation, formula (relative): -7.1111e-04
-zeta(-1/2) (number): 0.207886
T->0 field energy, sum (a.u.): 7.48649e-11
T->0 field energy, formula (a.u.): 7.48653e-11
mu for T->0 oscillation (hartree): 0.01
-2 dOmega/B^2, n_mu=50.0 (a.u.): sum -1.6973 formula -1.6977
-2 dOmega/B^2, n_mu=50.5 (a.u.): sum 0.8487 formula 0.8488
-2 dOmega/B^2, n_mu=200.0 (a.u.): sum -1.6969 formula -1.6977
-2 dOmega/B^2, n_mu=200.5 (a.u.): sum 0.8488 formula 0.8488
Main chi at mu=0 (a.u.): -8.48826
Main chi at mu=0 (J T^-2 m^-2): -2.3919e-07
Magnetization chi*B (a.u.): -8.4883e-06
all good
```
